Why the Perdew-Zunger correction removes one-electron error and spares exact functionals, part 2

An approximate density functional can leave an electron repelling or attracting itself. The Perdew-Zunger (PZ) correction subtracts this leftover orbital by orbital and cures the one-electron error. Does it also leave alone a theory that had no such error?

Atomic units are used: the electron mass, the elementary charge and ħ are 1, and energies are in hartree. Electrons in an external potential v(r) occupy orthonormal spin orbitals φ_iσ, where σ is ↑ or ↓. The spin density n_σ is the sum of n_iσ = |φ_iσ|² over i, and n = n↑ + n↓. The uncorrected energy, the Hartree energy, the residual and the corrected energy are

E = Σ_iσ ⟨φ_iσ|−½∇²|φ_iσ⟩ + ∫ v(r) n(r) d³r + U[n] + E_xc[n↑,n↓],

U[n] = ½ ∫∫ n(r) n(r') / |r−r'| d³r d³r',

R[n_i] = U[n_i] + E_xc[n_i,0],

E^PZ = E − Σ_i R[n_i].

In the last two, i labels spin orbitals of both kinds, and the zero marks the empty other spin channel.

The local spin-density approximation, LSDA, treats every small region as a uniform electron gas; PBE also uses density gradients. For a uniform spin-up gas with density matrix ρ(s) at separation s, the exchange energy per volume is −½ ∫ |ρ(s)|²/s d³s, which gives the local exchange

e_x = −¾ (6/π)^(1/3) n^(4/3).

The one-electron example is the harmonic well v = ½ω²r², with exact energy E₀ = 3ω/2 and Gaussian density n_0 = (ω/π)^(3/2) exp(−ωr²). For ω = 1 hartree, U[n_0] is 0.398942 hartree, the local exchange energy is −0.340993 hartree, and R[n_0] is 0.0328 hartree in LSDA and 0.007006 hartree in PBE. The total LSDA error changes sign between ω = 0.1 and 0.01 hartree. In the computed results, "level" means orbital energy, and "unpolarized self-term" means that the correction treats the orbital density as half up and half down.

## Exact functionals, Hartree-Fock and many electrons

In what follows n_i = |φ_i|² is the density of one normalized occupied spin orbital, U is the Hartree energy and E_xc the exchange-correlation energy. The Perdew-Zunger correction subtracts from the energy the sum of the residuals R[n_i] = U[n_i] + E_xc[n_i,0]. For one electron this was shown to leave ⟨φ|h|φ⟩, with h = −½∇² + v, whatever the approximation for E_xc. For many electrons the correction has one term per orbital. Whether it disturbs a given theory depends on the value of R for each of these densities.

Consider first the exact functional. It has to be defined for the density of any orbital, including an excited one that need not be the ground-state density of any well-behaved potential. The constrained search does this. Among all antisymmetric wavefunctions Ψ that have the spin densities n↑ and n↓, it takes the lowest internal energy:

F[n↑,n↓] = min ⟨Ψ|T + V_ee|Ψ⟩.

Here T is the kinetic energy and V_ee the electron-electron repulsion. Minimizing F + ∫ v n d³r over the densities gives the exact ground-state energy, since the search over all wavefunctions has merely been carried out in two stages. The quantity T_s is the lowest kinetic energy that a Slater determinant, the wavefunction of independent electrons, can have at the same densities. The exact E_xc is defined by what is left:

F[n↑,n↓] = T_s[n↑,n↓] + U[n] + E_xc[n↑,n↓].

Insert an orbital density, with n↑ = n_i and n↓ = 0. It integrates to one, so the search runs over wavefunctions of one electron. V_ee is a sum over pairs of electrons and there is no pair, so ⟨V_ee⟩ = 0. Every one-electron wavefunction is also a determinant with a single row, so the searches for F and T_s run over the same set and minimize the same quantity. Hence F[n_i,0] = T_s[n_i,0], and the definition of E_xc gives

E_xc[n_i,0] = −U[n_i], so R[n_i] = 0.

This holds for every normalized orbital with finite kinetic energy. Each term of the correction vanishes by itself, with no compensation between orbitals, and E^PZ equals the exact energy for any number of electrons. The minimization is not disturbed either, because adding zero for every set of normalized orbitals cannot move a minimum.

It may seem troubling that T_s[n_i,0] need not be the kinetic energy of φ_i itself. Write a one-electron wavefunction with density n as √n exp(iθ). Its kinetic energy is

½ ∫ |∇√n|² d³r + ½ ∫ n |∇θ|² d³r.

The search removes the second term by choosing a constant phase, so an orbital that carries a current has more kinetic energy than T_s of its density. This does not matter for R, since the same T_s stands on both sides of F = T_s + U + E_xc. The kinetic energy of the actual orbital enters E elsewhere and is not touched by the correction.

The statement about the exact functional can be put to a numerical test where that functional can be computed. Take spin-polarized electrons on a chain of four sites. They hop between neighbours with amplitude −t, and electrons on sites i and j a distance d apart repel each other with energy w_ij = t/√(1+d²), where d is counted in sites. The density is a list of four site occupations n_i, and U = ½ Σ_ij n_i w_ij n_j. This sum includes i = j, although two electrons of equal spin cannot share a site. It is a self-interaction of the kind that E_xc has to remove.

For given site potentials v_i, let E(v) be the ground-state energy from diagonalizing the full interacting Hamiltonian. Any state with occupations n_i has an energy of at least E(v), so its internal energy is at least E(v) − Σ_i v_i n_i. This bounds F from below for every v. Equality is reached when the ground state of v has the occupations n_i. Therefore

F[n] = max over v of {E(v) − Σ_i v_i n_i},

provided that such a potential exists, and the program tests that the occupations it finds match the required ones.

For the lowest orbital of the chain the maximization gives F = −1.61803 t, equal to T_s. With U = 0.36403 t, the exact exchange-correlation energy is −0.36403 t. The second orbital is more instructive. Its amplitudes have the pattern a, b, −b, −a, so its own kinetic energy is −2t(2ab − b²). The search for T_s may choose all signs equal and reaches −2t(2ab + b²), which is lower by 4tb². The printed values are −0.61803 t and −1.17082 t. F follows the second value, U is 0.32033 t, and the exact E_xc is −0.32033 t. The residual vanishes even though T_s is not the kinetic energy of the orbital. On a lattice a change of sign between neighbouring sites costs kinetic energy in this way. In continuous space a real orbital with nodes has the same kinetic energy as its absolute value.

When both orbitals are occupied, the exact U + E_xc of the total density is 0.49714 t. This is the true effect of the repulsion between two electrons, including the accompanying change in kinetic energy. The correction subtracts two zeros and leaves it in place.

Hartree-Fock theory reaches the same result in another way. Its energy is the expectation value of the full Hamiltonian in one Slater determinant of orthonormal spin orbitals ψ_i. To find the repulsion, write the determinant as

Φ = (N!)^(−1/2) Σ_P sgn(P) ψ_P(1)(x_1) ψ_P(2)(x_2) … ψ_P(N)(x_N),

where x contains position and spin and P runs over the permutations of the N labels. In ⟨Φ|1/r₁₂|Φ⟩ two permutations appear, one from each side. Integration over electrons 3 to N gives zero by orthogonality unless both permutations give these electrons the same orbitals. Electrons 1 and 2 then hold the same two orbitals on both sides, either in the same order, with sign +, or in exchanged order, with sign −. Each ordered pair i ≠ j occurs (N−2)! times, and (N−2)!/N! = 1/[N(N−1)]. Multiplying by the number of electron pairs, N(N−1)/2, gives

⟨V_ee⟩ = ½ Σ_{i≠j} (J_ij − K_ij),

J_ij = ∫∫ n_i(r) n_j(r') / |r−r'| d³r d³r',

K_ij = ∫∫ φ_i*(r) φ_j(r) φ_j*(r') φ_i(r') / |r−r'| d³r d³r' for equal spins, and zero otherwise.

There is no self-interaction here, as i and j differ. It enters when the first part is rewritten as the Hartree energy of the total density, which needs the terms J_ii. At i = j the integrand of K_ij becomes n_i(r) n_i(r')/|r−r'|, so K_ii = J_ii. One may therefore add the diagonal terms to both sums without changing the difference:

⟨V_ee⟩ = ½ Σ_ij J_ij − ½ Σ_ij K_ij = U[n] + E_x.

This defines the Hartree-Fock exchange energy, E_x = −½ Σ_ij K_ij. In terms of the density matrix ρ_σ(r,r') = Σ_i φ_iσ(r) φ_iσ*(r') it is −½ Σ_σ ∫∫ |ρ_σ(r,r')|²/|r−r'| d³r d³r', the form used above for the uniform gas.

To apply the correction, evaluate this E_x for a single orbital. Only the term i = j is left:

E_x[φ_i] = −½ K_ii = −½ J_ii = −U[n_i].

There is no correlation term in Hartree-Fock, so R = 0 for each orbital. U and E_x both contain four factors of φ_i, so the equality even survives a change of normalization. The derivative of R with respect to the orbital is zero as well, and the Hartree-Fock equations remain as they were.

The molecule HCl shows the sizes involved. At a chosen bond length of 1.30 Å, in the def2-SVP basis, it has nine doubly occupied orbitals. The Hartree-Fock exchange energy is −27.899 hartree. The self terms of the canonical orbitals, those that diagonalize the Hartree-Fock equations, taken here in real form, account for −21.774 hartree of it, which is minus twice the sum of the nine values of U. The remaining −6.13 hartree is exchange between different orbitals, and the correction has no claim on it. For each orbital, U was computed by integrating the density against its electrostatic potential on a grid, and E_x from two-electron integrals. The largest sum of the two in magnitude is 1.1×10⁻⁸ hartree, which is the numerical noise of the comparison.

For LSDA and PBE, evaluated on the same orbitals without reoptimization, the residuals do not vanish. Like all HCl values quoted here, they belong to this small basis and are not basis-set limits; a finer integration grid moves the summed corrections below by up to 0.0002 hartree. In hartree:

orbital 1: U = 5.1509, R(LSDA) = 0.6729, R(PBE) = 0.0948
orbital 2: U = 1.0232, R(LSDA) = 0.0700, R(PBE) = −0.0660
orbital 3: U = 1.2135, R(LSDA) = 0.0358, R(PBE) = −0.1320
orbitals 4 and 5: U = 1.2150, R(LSDA) = 0.0362, R(PBE) = −0.1313
orbital 6: U = 0.2829, R(LSDA) = 0.0086, R(PBE) = −0.0222
orbital 7: U = 0.2553, R(LSDA) = −0.0182, R(PBE) = −0.0509
orbitals 8 and 9: U = 0.2656, R(LSDA) = −0.0120, R(PBE) = −0.0460

Orbital 1 is the innermost (1s) chlorine orbital, and orbitals 2 to 5 form the second chlorine shell. The LSDA residuals add up to 0.8175 hartree when the degenerate orbitals are counted twice. Two spins and the minus sign of the correction turn this into −1.635 hartree, or −44.5 eV. In PBE eight of the nine residuals are negative: the functional removes more than the self-repulsion. The correction accordingly has the other sign, +1.061 hartree or +28.9 eV. PBE had the smaller residual for the Gaussian density of the harmonic well, but for most of these orbitals its residual is the larger one in magnitude.

These sums hide a further property. A unitary rotation among occupied orbitals of equal spin leaves the density matrix unchanged, and with it the total density, the kinetic energy and the uncorrected energy. The individual densities n_i do change. For the exact functional and for Hartree-Fock this is harmless, since every R is zero for every choice of orbitals. For an approximate density functional the correction depends on the choice. Even canonical orbitals leave a choice open when they are degenerate: orbitals 4 and 5 of HCl can be replaced by the complex pair (φ_4 ± iφ_5)/√2, which has the same orbital energies but different densities, and the same holds for orbitals 8 and 9. The values listed above belong to the real orbitals.

Two distant wells show this in closed form. Let each well hold one spin-up electron, with spherical densities n_a and n_b of the same shape that do not overlap, a large distance D apart. Write U_1 and X for the Hartree energy and the local exchange energy of one of them, and leave correlation out. The uncorrected interaction energy is

U[n_a+n_b] + E_x[n_a+n_b,0] = 2U_1 + 1/D + 2X.

With localized orbitals the correction subtracts 2(U_1 + X), and the physical repulsion 1/D remains. Now use (φ_a ± φ_b)/√2 instead. Both orbitals have the density (n_a+n_b)/2. Its Hartree energy is one quarter of 2U_1 + 1/D, and its exchange energy is 2(½)^(4/3) X = 2^(−1/3) X. Two such orbitals give the total residual U_1 + 1/(2D) + 2^(2/3) X, and subtraction leaves

U_1 + 1/(2D) + (2 − 2^(2/3)) X.

With the harmonic-well values U_1 = 0.398942 and X = −0.340993 hartree, this tends to 0.398942 − 0.412599 × 0.340993 = 0.258 hartree for D → ∞, where the correct value is zero. The total density is the same in both cases. The Perdew-Zunger energy must therefore be minimized over the orbitals themselves, and here the localized pair is the better of the two.

HCl shows the same dependence on the choice of orbitals. The Boys criterion chooses the rotation that minimizes the sum of the spatial spreads of the orbitals. At that minimum, with all nine orbitals rotated together, the LSDA correction changes from −1.635 to −2.42 hartree and the PBE correction from +1.061 to about +0.22 hartree, so in both functionals the localized set gives the lower energy. Not every rotation helps. A localization run can stop short of the Boys minimum, and one such partly localized set gives −0.181 hartree in LSDA and +2.592 hartree in PBE, both above the canonical values. None of these sets was chosen to minimize the Perdew-Zunger energy, so none of these numbers is a self-consistent correction for HCl.

The opposite extreme is an orbital spread evenly over a large volume V. Its density is 1/V. Its Hartree energy falls as V^(−1/3), because it is an inverse length, and so does its local exchange energy, which is proportional to V(1/V)^(4/3). The LSDA correlation energy per electron also tends to zero at low density. The correction per electron therefore vanishes as V grows, and a uniform gas described by plane waves keeps its LSDA energy, which the approximation is built to reproduce. This holds for that choice of orbitals. A unitary rotation can describe the same gas by localized orbitals, whose residuals need not vanish, and the argument does not decide which choice gives the lower Perdew-Zunger energy.

A vanishing residual says nothing about the interaction between different electrons. Hartree-Fock proves the point: R is zero for each of its orbitals, yet its energy is the minimum over single determinants and lies above the exact energy whenever no ground state is a single determinant. The guarantee given by the Perdew-Zunger correction covers one electron. For more than one, an approximate functional corrected in this way is another approximation, and its accuracy has to be established case by case. The tests of the one-electron, exact-functional and Hartree-Fock statements come from the numerical check, as do the quoted values other than the closed-form results, those at the Boys minimum for HCl, the grid sensitivity of the HCl sums and the range of ω in which the LSDA error changes sign.

Computed results

```
Well: omega = 1.000 hartree, exact E = 1.500000 hartree
Well: U of exact density = 0.398942 hartree
Well: LSDA exchange of exact density = -0.340993 hartree
Well LSDA: E_xc[n,0] at exact density = -0.366122 hartree
Well LSDA: R at exact density = 0.032821 hartree = 0.8931 eV
Well LSDA: uncorrected E = 1.532550 hartree
Well LSDA: uncorrected level = 1.811695 hartree
Well LSDA: PZ E = 1.50000 hartree
Well LSDA: PZ level = 1.5000 hartree
Well LSDA: error with unpolarized self-term = -0.048334 hartree
Well PBE: E_xc[n,0] at exact density = -0.391937 hartree
Well PBE: R at exact density = 0.007006 hartree = 0.1906 eV
Well PBE: uncorrected E = 1.506913 hartree
Well PBE: uncorrected level = 1.791427 hartree
Well PBE: PZ E = 1.50000 hartree
Well PBE: PZ level = 1.5000 hartree
Well PBE: error with unpolarized self-term = -0.055591 hartree
Chain: hopping t = 1.0, on-site repulsion = 1.0 t
Chain orbital 1: own kinetic = -1.61803 t, T_s = -1.61803 t, F = -1.61803 t
Chain orbital 1: U = 0.36403 t, exact E_xc = -0.36403 t
Chain orbital 2: own kinetic = -0.61803 t, T_s = -1.17082 t, F = -1.17082 t
Chain orbital 2: U = 0.32033 t, exact E_xc = -0.32033 t
Chain, two electrons: exact U + E_xc = 0.49714 t
HCl: bond = 1.30 angstrom, HF energy = -459.93778 hartree
HCl: HF exchange = -27.8993 hartree, of which self terms (canonical) = -21.7738 hartree
HCl canonical orbitals, in hartree: U, HF exchange, R(LSDA), R(PBE)
  orbital 1: 5.1509  -5.1509  0.6729  0.0948
  orbital 2: 1.0232  -1.0232  0.0700  -0.0660
  orbital 3: 1.2135  -1.2135  0.0358  -0.1320
  orbital 4: 1.2150  -1.2150  0.0362  -0.1313
  orbital 5: 1.2150  -1.2150  0.0362  -0.1313
  orbital 6: 0.2829  -0.2829  0.0086  -0.0222
  orbital 7: 0.2553  -0.2553  -0.0182  -0.0509
  orbital 8: 0.2656  -0.2656  -0.0120  -0.0460
  orbital 9: 0.2656  -0.2656  -0.0120  -0.0460
HCl: largest |R| for HF, all 18 orbitals = 1.1e-08 hartree
HCl LSDA: PZ correction, canonical = -1.6352 hartree = -44.50 eV
HCl LSDA: PZ correction, localized = -0.1811 hartree = -4.93 eV
HCl PBE: PZ correction, canonical = 1.0614 hartree = 28.88 eV
HCl PBE: PZ correction, localized = 2.5916 hartree = 70.52 eV
```
